# Inverse-square electromigration lifetime from vacancy accumulation at a blocking end

A metal line carries a steady current, and its cathode end is closed by a barrier that no metal atom crosses. Electrons entering there push atoms away from the barrier, so vacancies drift toward it and pile up. Suppose the line fails when the vacancy concentration at the barrier first reaches a fixed value. How does the time to failure depend on the current density? The supply of vacancies grows in proportion to the current, which might suggest a lifetime varying as its inverse first power. The calculation gives the inverse square, because the current also sets the width that the pile-up has at failure.

## Model and assumptions

The line occupies \(x>0\), with the blocking end at \(x=0\). All fields depend on \(x\) and time \(t\) alone. The symbols \(j\) and \(|Z^*|\) denote magnitudes. The electron wind and the direct field together exert a net force \(|Z^*|e\rho j\) on an atom, where \(\rho\) is the resistivity. Atoms are driven toward positive \(x\), hence vacancies toward negative \(x\). By the Einstein relation a vacancy of diffusivity \(D\) has mobility \(D/kT\), and its drift speed is

\[
v=\frac{D|Z^*|e\rho j}{kT}=\frac{D}{\ell},\qquad
\ell=\frac{kT}{|Z^*|e\rho j}.
\]

Over the drift length \(\ell\), the driving force does work \(kT\).

The vacancy flux toward positive \(x\) is \(J=-D\,\partial_xC-vC\). Conservation, \(\partial_tC=-\partial_xJ\), gives

\[
\partial_t C=D\,\partial_x^2C+v\,\partial_xC,
\qquad
D\,\partial_xC+vC=0\ \text{ at }x=0 .
\]

Initially \(C=C_0\) everywhere, and \(C\to C_0\) far from the barrier at all times. Failure occurs when \(C(0,t)\) first equals \(C_f>C_0\). The quantities \(T,D,\rho,Z^*,C_0\) and \(C_f\) do not depend on \(j\). Vacancies are neither created nor destroyed, and they remain dilute.

## The scaling law

Set \(c=C/C_0\), \(\xi=x/\ell\) and \(\tau=Dt/\ell^2\). Each term of the balance then carries the factor \(DC_0/\ell^2\), since \(v=D/\ell\). Dividing by it leaves

\[
\partial_\tau c=\partial_\xi^2c+\partial_\xi c,
\qquad
\partial_\xi c+c=0\ \text{ at }\xi=0,
\]

with \(c(\xi,0)=1\) and \(c\to1\) far away. The current density has disappeared. The wall concentration \(c(0,\tau)=F(\tau)\) is therefore one function for all currents. If \(\tau_f\) solves \(F(\tau_f)=c_f\), with \(c_f=C_f/C_0\), then

\[
t_f=\tau_f(c_f)\frac{\ell^2}{D}
=\tau_f(c_f)\frac{(kT)^2}{D\,(|Z^*|e\rho)^2}\,\frac1{j^2}.
\]

Within this model the inverse square holds for every \(c_f>1\), provided that the crossing exists and is unique. The explicit form of \(F\) settles that point and supplies the prefactor.

## Wall concentration

Let \(u=c-1\), which vanishes initially, and let \(U(\xi,s)\) be its Laplace transform in \(\tau\). The balance becomes \(U''+U'-sU=0\). Trying \(U=Ae^{-m\xi}\) gives \(m^2-m-s=0\). For \(s>0\) one root is negative and would make \(U\) grow with distance. The other is

\[
m=\frac{1+q}{2},\qquad q=\sqrt{1+4s}.
\]

The wall condition is \(\partial_\xi u+u+1=0\), and the transform of 1 is \(1/s\). Hence \((1-m)A+1/s=0\), or

\[
A=\frac1{s(m-1)}=\frac{2}{s(q-1)}
=\frac{2(q+1)}{s(q^2-1)}=\frac{1+q}{2s^2},
\]

where the last step uses \(q^2-1=4s\).

It is easiest to invert the growth rate first. Since \(u(0,0)=0\), the transform of \(F'\) is \(sA\):

\[
sA=\frac1{2s}+\frac{\sqrt{s+1/4}}{s}
=\frac1{2s}+\frac1{\sqrt{s+1/4}}+\frac1{4s\sqrt{s+1/4}} .
\]

The last two terms follow from writing \(\sqrt{s+1/4}=(s+1/4)/\sqrt{s+1/4}\). The inverse of \(1/\sqrt{s+1/4}\) is \(e^{-\tau/4}/\sqrt{\pi\tau}\). A further factor \(1/s\) means integration from zero. With \(t'=4y^2\),

\[
\int_0^\tau\frac{e^{-t'/4}}{\sqrt{\pi t'}}\,dt'
=\frac4{\sqrt\pi}\int_0^{\sqrt\tau/2}e^{-y^2}dy
=2\,\mathrm{erf}\!\left(\frac{\sqrt\tau}{2}\right).
\]

One quarter of this belongs to the last term, so

\[
F'(\tau)=\frac12+\frac12\,\mathrm{erf}\!\left(\frac{\sqrt\tau}{2}\right)
+\frac{e^{-\tau/4}}{\sqrt{\pi\tau}} .
\]

Every term is positive and the first does not decay. Thus \(F\) rises steadily from 1 without bound, and each \(c_f>1\) is reached once. This completes the proof of the inverse-square law.

To integrate \(F'\), the error function is treated by parts. Its derivative is \(e^{-t'/4}/(2\sqrt{\pi t'})\), which gives

\[
\int_0^\tau\mathrm{erf}\!\left(\frac{\sqrt{t'}}2\right)dt'
=\tau\,\mathrm{erf}\!\left(\frac{\sqrt\tau}{2}\right)
-\frac12\int_0^\tau\sqrt{\frac{t'}{\pi}}\,e^{-t'/4}dt' .
\]

A second integration by parts, with the integral already evaluated, gives

\[
\int_0^\tau\sqrt{\frac{t'}{\pi}}\,e^{-t'/4}dt'
=-4\sqrt{\frac\tau\pi}\,e^{-\tau/4}
+4\,\mathrm{erf}\!\left(\frac{\sqrt\tau}{2}\right).
\]

Collecting terms, the coefficient of the error function is \(2+(\tau-2)/2=1+\tau/2\), and

\[
F(\tau)=1+\frac\tau2+\left(1+\frac\tau2\right)
\mathrm{erf}\!\left(\frac{\sqrt\tau}{2}\right)
+\sqrt{\frac\tau\pi}\,e^{-\tau/4}.
\]

## Limits and a bracket for the root

At early times \(F'\approx1/\sqrt{\pi\tau}\), so

\[
F\approx1+2\sqrt{\frac{\tau}{\pi}},\qquad
\tau_f\approx\frac\pi4(c_f-1)^2\quad(c_f-1\ll1).
\]

The pile-up is then much thinner than \(\ell\), and diffusion away from the wall limits its growth. At \(c_f=1.001\) the full root is 0.9992 of this estimate. At \(c_f=1.5\) the root is 0.141, whereas the estimate is 0.196, so the early form should be confined to small excesses.

For late times, define \(r=\tau+2-F\). From the closed form,

\[
r=\left(1+\frac\tau2\right)\mathrm{erfc}\!\left(\frac{\sqrt\tau}{2}\right)
-\sqrt{\frac\tau\pi}\,e^{-\tau/4},
\]

which tends to zero. Its size follows from two bounds on the complementary error function. One integration by parts gives

\[
\int_y^\infty e^{-z^2}dz=\frac{e^{-y^2}}{2y}
-\frac12\int_y^\infty\frac{e^{-z^2}}{z^2}dz .
\]

The last integral is positive. It is also smaller than \(y^{-3}\int_y^\infty z e^{-z^2}dz=e^{-y^2}/(2y^3)\). Therefore

\[
\frac{e^{-y^2}}{y\sqrt\pi}\left(1-\frac1{2y^2}\right)
<\mathrm{erfc}(y)<\frac{e^{-y^2}}{y\sqrt\pi}.
\]

Insert \(y=\sqrt\tau/2\) into \(F'-1=e^{-\tau/4}/\sqrt{\pi\tau}-\tfrac12\mathrm{erfc}(\sqrt\tau/2)\):

\[
0<F'-1<\frac{2e^{-\tau/4}}{\sqrt\pi\,\tau^{3/2}} .
\]

Because \(r'=1-F'\) and \(r\) vanishes at infinity, \(r\) is the integral of \(F'-1\) from \(\tau\) to infinity. Replacing \(\tau^{-3/2}\) by its largest value in that range yields

\[
0<\tau+2-F(\tau)<\frac{8e^{-\tau/4}}{\sqrt\pi\,\tau^{3/2}} .
\]

Hence \(\tau_f\approx c_f-2\) for large \(c_f\). The inequalities \(F<\tau+2\) and \(F'>1\) also provide a safe bracket for a root finder:

\[
\max(0,c_f-2)<\tau_f<c_f-1 .
\]

## Why the second power appears

The late solution can be found directly. Seek \(c=\tau f(\xi)+g(\xi)\). The part proportional to \(\tau\) obeys \(f''+f'=0\) and decays, so \(f=ae^{-\xi}\). The remainder obeys \(g''+g'=ae^{-\xi}\). Integrating from the wall, where \(g'+g=0\), gives \(g'+g=a(1-e^{-\xi})\). Since \(g\to1\) far away, \(a=1\). Multiplication by \(e^\xi\) and one more integration give \(g=1+(b-\xi)e^{-\xi}\).

The constant \(b\) follows from conservation. Integrating the full balance over the line shows that the excess \(\int_0^\infty(c-1)d\xi\) grows at unit rate from zero, and so equals \(\tau\). The trial profile has excess \(\tau+b-1\). Hence \(b=1\), and

\[
c\approx1+(\tau+1-\xi)e^{-\xi}.
\]

Its wall value is \(\tau+2\), as before. At \(\tau=20\) the exact wall value lies only \(r=2.2\times10^{-4}\) below \(\tau+2\). A finite-volume solution of the balance departs from this profile by at most 0.002 for \(\xi<3\), in units where the initial concentration is 1; most of that is discretization error.

In physical units, the excess per unit area is \(C_0vt\), and it occupies a layer of width \(\ell\). The wall concentration thus grows as \(C_0vt/\ell\). Supply contributes one power of \(j\), and compression of the layer contributes the other. At early times the layer instead has a width of order \(\sqrt{Dt}\), so the wall excess grows as \(C_0vt/\sqrt{Dt}=C_0v\sqrt{t/D}\). Reaching a fixed excess then again takes a time proportional to \(1/v^2\), hence to \(1/j^2\).

## Worked example: an accelerated copper test

Take rough typical values for a narrow copper line: \(T=573\) K, \(j=2\) MA/cm², \(\rho=4\) µΩ cm and \(|Z^*|=1\). The critical ratio \(c_f=10\) is a choice. The field is

\[
\rho j=(4\times10^{-8}\,\Omega\,\mathrm m)
(2\times10^{10}\,\mathrm{A/m^2})=800\ \mathrm{V/m}.
\]

With \(kT=0.04938\) eV, the drift length is \(\ell=0.04938/800\) m, or 61.7 µm.

For a lattice vacancy in a face-centred cubic metal there are twelve jumps of length \(a_0/\sqrt2\), each with rate \(\nu e^{-E_m/kT}\). A random walk has \(D=\tfrac16\times12\times(a_0^2/2)\,\nu e^{-E_m/kT}=a_0^2\nu e^{-E_m/kT}\). Using \(a_0=0.36\) nm, \(\nu=10^{13}\) Hz and \(E_m=0.70\) eV gives \(D=0.903\) µm²/s. The time unit is \(\ell^2/D=4218\) s.

The root for \(c_f=10\) is \(\tau_f=8.011\), close to the late estimate of 8. Therefore

\[
t_f=8.011\times4218\ \mathrm s=3.38\times10^4\ \mathrm s=9.39\ \mathrm h.
\]

At fixed temperature, the formula gives 37.54 h at 1 MA/cm² and 2.346 h at 4 MA/cm². Each doubling of current divides the lifetime by four. Direct solutions of the original balance at these three currents, for \(c_f=1.5\) and for \(c_f=10\), agree with the formula to within 0.023% of its value. Both sets give a fitted exponent of 2.0001.

The quoted numerical solutions use cells of about 0.2 µm at the wall, growing to 2 µm. With uniform 2 µm cells, the lifetime at \(c_f=1.5\) and 4 MA/cm² is wrong by 0.53% of the formula value.

## Finite length

Let a line of length \(L\) be blocked at both ends, with \(P=L/\ell\). In the steady state the flux vanishes everywhere, so \(c=ae^{-\xi}\). Conservation of vacancies, \(\int_0^Pc\,d\xi=P\), gives the wall value

\[
a=\frac{P}{1-e^{-P}} .
\]

This value is also an upper bound during the transient. The accumulated amount \(N(\xi,\tau)=\int_0^\xi c\,d\xi'\) obeys \(\partial_\tau N=\partial_\xi^2N+\partial_\xi N\), with fixed end values 0 and \(P\). It starts as the straight line \(\xi\), below the concave steady curve \(a(1-e^{-\xi})\). The maximum principle keeps it below. Both curves start from zero at the wall, so the slope of \(N\) there, which is \(c(0,\tau)\), cannot exceed \(a\).

For \(c_f=10\) and the example's current, a doubly blocked line without sinks must exceed 617 µm to fail. An 800 µm line fails after 10.01 h, about 7% later than the semi-infinite line. Its exponent between 2 and 4 MA/cm² is 2.09. As the lower current of such a comparison approaches the threshold, its lifetime diverges and the apparent exponent grows without limit, but slowly, since the divergence is only logarithmic. The exponent between \(j\) and \(2j\) is 3.0 when \(j\) is 1% above the threshold and 3.9 when it is 0.01% above.

## Vacancy sinks

Dislocations, grain boundaries and interfaces can absorb vacancies. Two limiting cases show how they can alter the lifetime law.

**Sinks that stay unchanged.** Let them restore \(C_0\) with a lifetime \(t_s\) independent of current. The scaled balance gains the term \(-k(c-1)\), with \(k=\ell^2/(Dt_s)\). A steady excess \(Ae^{-m\xi}\) requires \(m^2-m-k=0\) and \((1-m)A+1=0\), hence

\[
c_{\max}=1+\frac{2}{\sqrt{1+4k}-1}.
\]

The difference between the steady and actual profiles starts positive. It obeys the equation of drifting, diffusing and decaying particles with a closed wall, so it stays non-negative, and \(c_{\max}\) cannot be exceeded. Failure requires \(\sqrt{1+4k}<1+2/(c_f-1)\). Squaring gives \(k<c_f/(c_f-1)^2\), or

\[
t_s>\frac{\ell^2}{D}\frac{(c_f-1)^2}{c_f}.
\]

The example needs \(t_s>9.49\) h. For sinks 100 nm apart, the diffusion estimate is \(t_s\approx(0.1\ \text{µm})^2/D=0.011\) s. The largest wall excess is then 0.16% of \(C_0\), and failure never occurs. Since \(k\propto j^{-2}\), such sinks replace the inverse-square law by one with a threshold current.

**Sinks in equilibrium with stress.** In a confined line, absorbing a vacancy removes a lattice site and raises the tensile stress \(\sigma\). Local equilibrium then gives \(c=\exp(\Omega\sigma/kT)\), where \(\Omega\) is the atomic volume. With effective modulus \(B\), a stress \(\sigma\) corresponds to a removed site fraction \(\sigma/B\), or \(\sigma/(B\Omega)\) absorbed vacancies per volume. Dividing by \(C_0=x_v/\Omega\), where \(x_v\) is the initial vacancy site fraction, gives a stored amount \(R\ln c\):

\[
\partial_\tau(c+R\ln c)=\partial_\xi^2c+\partial_\xi c,
\qquad R=\frac{kT}{B\Omega x_v}.
\]

This form neglects the direct effect of stress gradients on vacancy motion through the vacancy relaxation volume. It contains no \(j\), so the exponent remains 2, but the prefactor changes greatly. A rough formation energy of 1.30 eV, without formation entropy, gives \(x_v=3.7\times10^{-12}\). With \(B=100\) GPa and \(kT/\Omega=0.678\) GPa, \(R=1.8\times10^9\). The numerical solution reaches \(c_f=10\) at \(\tau=3.20R\), which is about \(8\times10^5\) years. Its fitted exponent over the same three currents is 2.0001. Storage also changes the threshold length of a doubly blocked line. For \(R\gg1\) conservation requires \(\int_0^P\ln c\,d\xi=0\), so the steady profile \(ae^{-\xi}\) has \(\ln a=P/2\), and failure needs \(L>2\ell\ln c_f\), or 284 µm in the example.

## Heating, temperature of use and void growth

Suppose Joule heating raises the line temperature by \(\Delta T\propto j^2\), while \(\rho\propto T\) and \(c_f\) is held fixed. Then \(T/\rho\) is constant, and \(\ln t_f=\text{constant}-2\ln j+E_m/kT\). Since \(dT/d\ln j=2\Delta T\), the local exponent is

\[
n=-\frac{d\ln t_f}{d\ln j}=2+\frac{2\Delta T\,E_m}{kT^2}.
\]

A rise of 5 K in the sink-free example gives \(n=2.25\). With sinks in equilibrium with stress, \(t_f\propto R\ell^2/D\) carries the migration and formation energies together, 2.0 eV, and the same rise gives \(n=2.69\). An exponent extracted without correcting for line temperature would therefore exceed the isothermal value.

Lowering the temperature to 378 K, with \(j\) and \(c_f\) unchanged and \(\rho\propto T\), multiplies the sink-free lifetime by 1500. With sinks in equilibrium with stress and \(B\) fixed, the factor is about \(8\times10^8\). If \(C_f\) is instead fixed in absolute terms and \(C_0\) has equilibrated at the new temperature, \(c_f\) changes too, and \(\tau_f\) must be recalculated.

The criterion also ends at the critical concentration. If failure further requires a void of fixed volume, fed by a flux proportional to \(j\), the total time has the form \(\alpha/j^2+\beta/j\), with positive constants. Its local exponent lies between 1 and 2.

## Standing of the example beside a real line

The temperature and current density are in the range of accelerated copper tests, and the material parameters are rough. The critical ratio is severe: if vacancies are in equilibrium with stress, \(c_f=10\) corresponds to \((kT/\Omega)\ln10=1.56\) GPa, far above the rough scale of a few hundred MPa for stresses in such lines. Without sinks, on the other hand, the same ratio involves very few vacancies. At \(x_v=3.7\times10^{-12}\) they are about 1.5 µm apart, a line of section 0.1 µm by 0.2 µm holds about 0.4 of them per drift length, and the excess at failure is about three. The concentration is then at best an average over many lines, and such an excess cannot form a void. Real copper lines contain vacancy sinks, which the basic model leaves out. In the two limiting cases treated above, sinks change the 9.39 h result to no failure at all or to about \(8\times10^5\) years. Real lines also carry atoms along interfaces and grain boundaries, which the lattice diffusivity used here omits. The 9.39 h is thus a property of the idealized model and should not be used as a lifetime prediction. The scaling argument is sturdier: it survives storage that depends on \(c\) alone, but it fails when a fixed length, a fixed sink lifetime, current-dependent heating or a required void volume enters.

## Computed results

```
Temperature 573 K, current density 2.0 MA/cm2
Resistivity 4.0 uOhm cm, effective charge number 1.0
Lattice constant 0.36 nm, attempt frequency 1e+13 Hz
Migration energy 0.70 eV, formation energy 1.30 eV
Critical ratio c_f 10.0
kT 0.04938 eV
Electric field 800 V/m
Vacancy diffusivity D 0.9032 um2/s
Drift length ell 61.72 um
Drift speed D/ell 14.63 nm/s
Time unit ell^2/D 4217.6 s
Scaled lifetime tau_f 8.01149; late estimate 8.00000
Lifetime 33789 s = 9.39 h
Scaled lifetime for c_f = 1.5: 0.14141
Early-limit ratio at c_f = 1.001: 0.99922
F(0.1) = 1.40979; tau+2 = 2.1
F(1.0) = 2.72014; tau+2 = 3.0
F(4.0) = 5.94321; tau+2 = 6.0
F(8.0) = 9.98846; tau+2 = 10.0
j 1 MA/cm2: solved 37.542 h, formula 37.544 h
j 2 MA/cm2: solved 9.385 h, formula 9.386 h
j 4 MA/cm2: solved 2.346 h, formula 2.346 h
Fitted exponent, c_f = 10: 2.0001
Fitted exponent, c_f = 1.5: 2.0001
Largest relative error of solved lifetimes 2.3e-04
Same with uniform 2 um cells, c_f = 1.5, 4 MA/cm2: 5.3e-03
At tau = 20: wall c 22.002, excess 20.000
Largest late-profile error for xi < 3: 0.0020
Blocked 400 um line: final wall c 6.491, formula 6.491
Shortest blocked line that can fail 617 um
Blocked 800 um line: lifetime 10.01 h
Its exponent between 2 and 4 MA/cm2: 2.093
Sink test k = 0.5: wall c 3.7323, formula 3.7321
Sink lifetime needed for failure 9.49 h
Sink spacing 100 nm: sink lifetime 0.0111 s
Largest wall excess c-1 with these sinks 1.62e-03
Initial vacancy site fraction 3.68e-12
Effective modulus 100 GPa, kT/Omega 0.678 GPa
Storage ratio R 1.84e+09
Stress equivalent to c_f 1.56 GPa
Scaled lifetime / R with storage 3.1958
Lifetime with storage 7.88e+05 years
Fitted exponent with storage 2.0001
Joule heating 5 K: local exponent 2.247
Lifetime factor at 378 K, same c_f and j: 1500
```
